Rare-earth anisotropy K1 under dominant exchange: Sm in RCo5 and Nd in R2Fe14B

Result

Take a trivalent rare-earth ion confined to its Hund multiplet J, in a crystal field and in the exchange field of a 3d sublattice whose direction makes the angle θ with the c axis. To first order in the crystal field, the axial part of the free energy per ion is K1 sin²θ + K2 sin⁴θ + K3 sin⁶θ, with

K1 = −(3/2) B20⟨O20⟩ − 5 B40⟨O40⟩ − (21/2) B60⟨O60⟩.

The averages are taken with the exchange term alone, along the exchange direction. When the first term dominates, as it does at high temperature, K1 has the sign of −α_J A20, where B20 = α_J⟨r²⟩A20. The factor α_J belongs to the ion: +13/315 for Sm³⁺ and −7/1089 for Nd³⁺. The field parameter A20 belongs to the host: negative in RCo5, positive in R2Fe14B. Hence Sm favours the c axis in the first structure and Nd in the second. Three qualifications apply. The signs of A20 are empirical input here, made plausible only by a model. The formula gives the rare-earth part, to which the 3d part adds. And Nd2Fe14B is uniaxial only above a transition to a cone at roughly 140 K.

Angular momenta are in units of ħ. Energies are in kelvin (k_B = 1), the natural scale of these splittings; electrostatic formulas are in atomic units.

1. The Hamiltonian

The 3d sublattice acts on the 4f spin as a mean field, H_ex = 2μ_B B_ex·S, with B_ex rigid in size and direction. Within one multiplet S is proportional to J. Writing S = (g−1)J and taking the scalar product with J, where S·J = [J² + S² − L²]/2 follows from squaring L = J − S, gives

g − 1 = [J(J+1) + S(S+1) − L(L+1)] / [2J(J+1)].

So H_ex = −Δ n·J with Δ = 2|g−1| μ_B B_ex and n parallel or antiparallel to B_ex. Only even functions of n appear below, so that choice does not matter.

The potential energy of a 4f electron at r is expanded in r^n times spherical harmonics. Between f orbitals only even n survive (parity) with n ≤ 6 (triangle rule for l = 3), and n = 0 is a constant. The axial terms are A_n0 c_n r^n P_n(cos θ_e), θ_e being the electron's polar angle, with c = 2, 8, 16 for n = 2, 4, 6; thus c_2 r²P_2 = 3z² − r².

2. Operator equivalents

Let C_nm = [(n−m)!/(n+m)!]^½ P_n^m(cos θ) e^{imφ} (Condon–Shortley phase, C_n0 = P_n). The operators T_nm = Σ_i r_i^n C_nm(i) obey

[Jz, T_nm] = m T_nm,
[J±, T_nm] = [(n∓m)(n±m+1)]^½ T_n,m±1.

Inside a multiplet these relations fix the matrices up to one factor. Let X = J(J+1) and a±(M)² = X − M(M±1). T_nn has only the elements t_M = ⟨M+n|T_nn|M⟩, and [J₊, T_nn] = 0 reads a₊(M+n) t_M = t_{M+1} a₊(M), which gives all t_M from the first. Since J₊^n obeys the same condition, T_nn ∝ J₊^n, and commutators with J₋ give the other components. The whole set vanishes if n > 2J.

The component m = 0 is a diagonal matrix O(M). The ladder relations give ½[J₊,[J₋,O]] + ½[J₋,[J₊,O]] = n(n+1)O. Multiplied out for diagonal O, the left side is (J₊J₋ + J₋J₊)O − J₊OJ₋ − J₋OJ₊, whose diagonal element is

a₋²[O(M) − O(M−1)] + a₊²[O(M) − O(M+1)] = n(n+1) O(M).   (1)

With a±² = (X − M²) ∓ M the left side is (X − M²)[2O(M) − O(M+1) − O(M−1)] + M[O(M+1) − O(M−1)]. The binomial theorem gives its action on powers: 1 → 0 and

M² → 6M² − 2X,
M⁴ → 20M⁴ + (10 − 12X)M² − 2X,
M⁶ → 42M⁶ + (70 − 30X)M⁴ + (14 − 30X)M² − 2X.

The Stevens convention takes the leading coefficients 3, 35, 231 of c_n P_n. For n = 2, O = 3M² + b needs −6X = 6b. For n = 4, O = 35M⁴ + bM² + c needs 35(10 − 12X) + 6b = 20b and −2X(35 + b) = 20c. For n = 6, O = 231M⁶ + bM⁴ + cM² + d needs 231(70 − 30X) = 22b, 231(14 − 30X) + b(10 − 12X) = 36c and −2X(231 + b + c) = 42d. The solutions are

O20 = 3M² − X,
O40 = 35M⁴ − (30X − 25)M² + 3X² − 6X,
O60 = 231M⁶ − (315X − 735)M⁴ + (105X² − 525X + 294)M² − 5X³ + 40X² − 60X.

The free factor defines the Stevens factors θ_2, θ_4, θ_6 = α, β, γ:

Σ_i c_n r_i^n P_n(i) = θ_n ⟨r^n⟩ O_n0,   B_n0 = θ_n ⟨r^n⟩ A_n0.

For J = 5/2 rank 6 exceeds 2J, so O60 = 0 for Sm³⁺ within its multiplet. At M = J, a₊ = 0 and a₋² = 2J, so (1) gives

(J/2)[O_n0(J−1) − O_n0(J)] = −[n(n+1)/4] O_n0(J).   (2)

3. First-order free energy

Let H = H0 + εV with H0 = −Δ n·J and V = H_CF, and F = −T ln Tr exp(−H/T). In each term Tr H^k the cyclic property gives d/dε Tr H^k = k Tr(H^{k−1}V), so d/dε Tr exp(−H/T) = −Tr[V exp(−H/T)]/T without V and H0 having to commute. At ε = 0,

F = F0 + Tr(ρ_n V) + second order,   ρ_n = exp(Δ n·J/T)/Z0.

F0 does not depend on n, because the spectrum −ΔM of H0 does not.

Let U rotate z into n by the rotation R, so that ρ_n = U ρ_z U† and Tr(ρ_n T_nm) = Tr(ρ_z U†T_nm U). The rotated operator is a series of nested commutators with J, so U†T_nm U = Σ D_mm′ T_nm′ with coefficients D fixed by the ladder relations alone. They can be read from the one-particle case, where U† r̂ U = R r̂ gives C_nm(R r̂) = Σ D_mm′ C_nm′(r̂). At r̂ = z only C_n0 = 1 is non-zero, so D_m0 = C_nm(n). Since ρ_z is diagonal and T_nm′ shifts M by m′, only m′ = 0 has a trace. Therefore

Tr(ρ_n T_nm) = ⟨T_n0⟩ C_nm(θ,φ),   ⟨O_n0⟩ = Σ_M O_n0(M) e^{xM} / Σ_M e^{xM},   x = Δ/T.   (3)

The exchange holds the 4f cloud axially symmetric about n, and the cloud turns rigidly. The axial energy is Σ_n B_n0⟨O_n0⟩ P_n(cos θ).

4. The anisotropy constants

Put cos²θ = 1 − s, s = sin²θ:

P2 = [3(1−s) − 1]/2 = 1 − (3/2)s,
P4 = [35(1−s)² − 30(1−s) + 3]/8 = [8 − 40s + 35s²]/8,
P6 = [231(1−s)³ − 315(1−s)² + 105(1−s) − 5]/16 = [16 − 168s + 378s² − 231s³]/16.

In P4 the linear term is −70 + 30; in P6 it is −693 + 630 − 105 and the quadratic term is 693 − 315. Collecting powers of s,

K1 = −(3/2)B20⟨O20⟩ − 5B40⟨O40⟩ − (21/2)B60⟨O60⟩,
K2 = (35/8)B40⟨O40⟩ + (189/8)B60⟨O60⟩,
K3 = −(231/16)B60⟨O60⟩.

The coefficients in K1 are −n(n+1)/4: Legendre's equation at cos θ = 1 gives P_n′(1) = n(n+1)/2, and cos θ − 1 ≈ −s/2. K1 > 0 makes the c axis a local minimum.

5. Non-axial terms

P_n^m is sin^mθ times a polynomial in cos θ, so by (3) a term with m ≠ 0 varies as sin^|m|θ e^{imφ} near the axis. It has zero average over φ, and for |m| > 2 it starts beyond sin²θ. The hexagonal R site of RCo5 allows only m = 0, ±6, so K1 is untouched at first order in the crystal field. The R sites of R2Fe14B lie on mirror planes normal to c, which removes odd m (C_nm with even n changes sign under z → −z when m is odd), but they are orthorhombic and have m = ±2. For O22 = (J₊² + J₋²)/2 = Jx² − Jy², the traceless symmetric part of ⟨J_aJ_b⟩ in an ensemble axial about n is κ(n_a n_b − δ_ab/3). Along n this gives ⟨O20⟩ = 2κ, so

⟨O22⟩ = ½⟨O20⟩ sin²θ cos 2φ.

From rank 2, one site thus has K1 + ½B22⟨O20⟩cos 2φ; the m = ±2 terms of ranks 4 and 6 also start as sin²θ e^{±2iφ} and add terms of the same angular form. The tetragonal crystal contains each site also turned by 90° about c, for which e^{2iφ} changes sign, and at first order all m = ±2 terms cancel in the sum. With inequivalent R sites, B_n0 in K1 is the site average.

6. How large the exchange must be

For an axial field V(M) = Σ B_n0 O_n0(M) at T = 0 the sin²θ coefficient is found exactly, provided |J,J⟩ is the non-degenerate ground state at θ = 0. Tilt the exchange:

H = −Δ cos θ Jz − Δ sin θ Jx + V(Jz).

To order θ² the first term raises the energy by ΔJθ²/2. The second couples |J⟩ only to |J−1⟩, with |⟨J−1|Jx|J⟩|² = a₋²/4 = J/2, across the gap Δ + δ, δ = V(J−1) − V(J). Hence

K1(exact) = ΔJ/2 − Δ²(J/2)/(Δ + δ) = (J/2) Δδ/(Δ + δ).

For Δ ≫ |δ| this is Jδ/2, which by (2) is −Σ [n(n+1)/4] B_n0 O_n0(J): the formula again, by a second road. With K1 = Jδ/2,

K1(exact) = K1/(1 + r),   r = δ/Δ = 2K1/(JΔ).   (4)

So r is the error of the formula relative to the exact value, at T = 0 and for an axial field. Under these conditions the formula overestimates a positive K1 and underestimates the size of a negative one, and it has the right sign as long as r > −1. At r = −1 the levels M = J and J−1 cross and the picture of a rigid cloud has failed. Physically, J does not follow n rigidly but deviates toward the direction that the crystal field prefers: as n leaves the c axis, J lags behind it when K1 > 0 and runs ahead of it when K1 < 0.

7. The sign of α

One electron. The orbital m = 3 has density ∝ (1 − u²)³, u = cos θ_e. On 0 ≤ u ≤ 1, ∫(1−u²)³ = 1 − 1 + 3/5 − 1/7 = 16/35 and ∫u²(1−u²)³ = 1/3 − 3/5 + 3/7 − 1/9 = 16/315. So ⟨u²⟩ = 1/9 and ⟨3u² − 1⟩ = −2/3. With O20 = 27 − 12 = 15 for l = m = 3, α_l = −2/45.

Hund term. The state M_L = L, M_S = S is one determinant. A full spin subshell contributes nothing, and the p remaining electrons (p = number of f electrons modulo 7) fill m = 3, 2, …, 4−p, so L = p(7−p)/2. The one-electron values 3m² − 12 are 15, 0, −9, −12, −9, 0, 15, with partial sums 15, 15, 6, −6, −15, −15, 0, which equal L(7−2p) for every p from 1 to 7. The operator is spin-free, so within the term it is α_L⟨r²⟩O20(L), and O20(L,L) = L(2L−1). Then α_L L(2L−1) = α_l L(7−2p), or

α_L = −2(7 − 2p) / [45(2L − 1)].

It is negative for p = 1, 2, 3, where the flat orbital m = 3 (value 15) outweighs the other occupied ones (0 and −9), and positive for p = 4, 5, 6, where the flat orbital m = −3 is empty and outweighs the other empty ones.

Projection on J. Let Q_ab(L) = ½(L_aL_b + L_bL_a) − δ_ab L²/3. By part 2, Q_ab(L) = f Q_ab(J) inside the multiplet, and α_J = f α_L. Multiply on the right by J_aJ_b, which stays in the multiplet, and sum. Let W = L·J, a scalar that commutes with J. From [L_b, J_a] = iε_bac L_c and ε_bac L_aL_c = iL_b,

L_aL_bJ_aJ_b = L_aJ_aL_bJ_b + iε_bac L_aL_cJ_b = W² − W,
L_bL_aJ_aJ_b = L_b W J_b = W².

So Q_ab(L)J_aJ_b = W² − W/2 − L(L+1)X/3. The same algebra with L → J gives X² − X/2 − X²/3 = X(4X−3)/6, and 4X − 3 = (2J−1)(2J+3). Thus

f = [6W² − 3W − 2L(L+1)X] / [X(2J−1)(2J+3)],   W = [X + L(L+1) − S(S+1)]/2.

For J = L − S, inserting S = L − J gives W = J(L+1). The numerator is J(L+1)[4JL + 6J − 2L − 3] = J(L+1)(2J−1)(2L+3), so f = (L+1)(2L+3)/[(J+1)(2J+3)]. For J = L + S, W = L(J+1), the numerator is L(J+1)(2L−1)(2J+3), and f = L(2L−1)/[J(2J−1)]. Both are positive, so α_J has the sign of α_L.

Nd (p = 3, L = 6, J = 9/2): α = −(2/495) × (7×15)/(5.5×12) = −7/1089.
Sm (p = 5, L = 5, J = 5/2): α = +(2/135) × (6×13)/(3.5×8) = +13/315.

In the state |J,J⟩, ⟨Σ(3z² − r²)⟩ = α⟨r²⟩J(2J−1) with z along J. The electron cloud is oblate about the moment for Ce, Pr, Nd, Tb, Dy, Ho and prolate for Pm, Sm, Er, Tm, Yb. Eu³⁺ (J = 0) and Gd³⁺ (L = 0) have no such term.

Ranks 4 and 6. The same integral over the m = 3 orbital gives β_l = 2/495 and γ_l = −4/3861, and the same determinant gives θ_L. For J = L − S write |J,J⟩ = Σ c(M_S)|L, J−M_S⟩|S, M_S⟩. The condition (L₊ + S₊)|J,J⟩ = 0 gives c(M_S) a₊(L; J−M_S) = −c(M_S−1) a₊(S; M_S−1), and then θ_J O_n0(J,J) = θ_L Σ c² O_n0(L, J−M_S) with normalised c. For Nd this yields β = −136/467181 and γ = −1615/42513471. The program tests α, β, γ and g for eleven ions against a diagonalisation among all f^n determinants.

8. Temperature dependence

⟨O20⟩ is positive at every finite T for J ≥ 1. Since M² is even, the weights may be replaced by w(M) = cosh xM. With N = 2J+1 and ΣM²/N = X/3, multiplying out the double sum shows

⟨M²⟩ − X/3 = Σ_{M,M′} (M² − M′²)[w(M) − w(M′)] / (2N Σw),

and no term is negative because M² and w both grow with |M|.

At high temperature, expand e^{xM}. The operator on the left of (1) is a symmetric matrix, since a₊(M) = a₋(M+1), and it maps polynomials of degree k to degree k with eigenvalue k(k+1). So O_n0 is orthogonal, in the sum over M, to all lower powers, and the first surviving term is ⟨O_n0⟩ ≈ (x^n/n!) Σ O_n0 M^n/N, of order (Δ/T)^n. With the power sum ΣM⁴/N = X(3X−1)/15,

⟨O20⟩ ≈ (x²/2)[X(3X−1)/5 − X²/3] = J(J+1)(2J−1)(2J+3)(Δ/T)²/30.

These forms need xJ ≪ 1. They show that ranks 4 and 6 die faster than rank 2 on heating. Once rank 2 dominates, K1 ≈ −(3/2)α⟨r²⟩A20⟨O20⟩ and

sign K1 = −sign(α_J A20).   (5)

9. The sign of A20

The energy of the cloud is A20⟨Σ(3z² − r²)⟩ with z along c. If A20 < 0, electron density is drawn toward c. A prolate cloud then puts its long axis, which is its moment, along c, while an oblate cloud stands on edge with its moment in the plane. If A20 > 0, density is drawn to the plane, and the oblate cloud lies flat with its moment along c.

For outside point charges q_j at R_j, the electron energy is −Σ q_j/|r − R_j| = −Σ q_j r^n P_n(cos ω_j)/R_j^{n+1}, with ω_j the angle between r and R_j. The m = 0 term of the addition theorem is P_n(cos θ_e)P_n(cos θ_j), so dividing by c_2 = 2,

A20 = −(1/4) Σ_j q_j (3cos²θ_j − 1)/R_j³.

On a simple hexagonal lattice of charges +q, the two neighbours along c give −q/c³ and the six in the plane give +(3/2)q/a³. The full sum, taken in spherical shells with a uniform neutralising background (which has no rank-2 field at the centre of a sphere) and tested against an Ewald potential, is −0.76 q/a³ at c/a = 0.8 and +1.25 q/a³ at c/a = 1.6, with a zero at c/a = 0.94. The R atoms of RCo5 form such a lattice with c/a roughly 0.8: chains along c, and A20 < 0. In R2Fe14B the R atoms sit in layers normal to c separated by iron, which resembles the case of large c/a, and A20 > 0.

This is a heuristic. It leaves out the 3d atoms, screening, and the ion's own 5d and 6p electrons, which overlap the 4f shell so that the expansion for outside charges does not apply to them. The first omission alone can decide the sign: at c/a = 0.8 a charge of −q/5 on each of the five Co sites gives A20 = −1.75 q/a³, while +q/5 gives +0.24 q/a³. The signs of A20 in the two families are therefore taken from experiment. What the derivation supplies is that one sign per structure sorts the whole series by (5): in RCo5 the prolate ions favour c, in R2Fe14B the oblate ones. The exchanged pairs, Nd in RCo5 and Sm in R2Fe14B, contribute a negative K1 that opposes the easy-axis tendency of the 3d sublattice, and the compound follows the sum.

10. Worked example: rank 2

The parameters are round model values. B_ex = 400 T at all temperatures, so μ_B B_ex = 268.69 K, and A20⟨r²⟩ = ∓200 K for both ions. At 10 ions/nm³, 1 K per ion is 0.1381 MJ/m³.

Sm has g = 2/7, so Δ = 2 × (5/7) × 268.69 = 383.84 K. At 0 K ⟨O20⟩ = J(2J−1) = 10, and at 300 K (x = 1.2795) the sum in (3) gives 6.252. For −200 K, B20 = −200 × 13/315 = −8.254 K and

K1(0 K) = 1.5 × 8.254 × 10 = 123.8 K (17.1 MJ/m³),
K1(300 K) = 1.5 × 8.254 × 6.252 = 77.4 K (10.7 MJ/m³).

Here r = 2 × 123.8/(2.5 × 383.84) = 0.258, and (4) gives 123.8/1.258 = 98.4 K, the value found by diagonalisation.

Nd has g = 8/11, so Δ = 2 × (3/11) × 268.69 = 146.56 K, with ⟨O20⟩ = 36 at 0 K and 12.067 at 300 K (x = 0.4885). For +200 K, B20 = −200 × 7/1089 = −1.2856 K and

K1(0 K) = 1.5 × 1.2856 × 36 = 69.4 K (9.6 MJ/m³),
K1(300 K) = 1.5 × 1.2856 × 12.067 = 23.3 K (3.2 MJ/m³).

The four cases, as formula / exact in kelvin, are:

Sm, −200 K: 0 K +123.8 / +98.4; 300 K +77.4 / +71.6
Sm, +200 K: 0 K −123.8 / −166.9; 300 K −77.4 / −82.6
Nd, −200 K: 0 K −69.4 / −87.9; 300 K −23.3 / −23.5
Nd, +200 K: 0 K +69.4 / +57.3; 300 K +23.3 / +23.0

All signs obey (5). Relative to the exact values the formula is off by 26 % for Sm and 21 % for Nd at 0 K, as (4) requires. In the two easy-axis cases at 300 K it is off by 8 % and 1 %. With these parameters exchange is only moderately dominant.

11. Worked example: the cone of Nd

Add A40⟨r⁴⟩ = −40 K and A60⟨r⁶⟩ = −5 K to the host with +200 K; the signs are chosen to produce a cone. Since β and γ of Nd are negative, B40 = +0.011644 K and B60 = +0.00018994 K. At 0 K, ⟨O40⟩ = 1512 and ⟨O60⟩ = 15120, so B40⟨O40⟩ = 17.61 K, B60⟨O60⟩ = 2.872 K and

K1 = 69.42 − 88.03 − 30.15 = −48.8 K (−6.7 MJ/m³),
K2 = 4.375 × 17.61 + 23.625 × 2.872 = 144.9 K,
K3 = −14.44 × 2.872 = −41.5 K.

The exact K1 is −57.2 K. The minimum obeys K1 + 2K2 s + 3K3 s² = 0, whose root in range is

s = [−K2 + (K2² − 3K1K3)^½]/(3K3) = (−144.9 + 122.2)/(−124.4) = 0.183,

or θ = 25.3°, against 26.3° from the exact energy. The basal plane, at K1 + K2 + K3 = +54.7 K, lies higher than the axis.

At 300 K the averages have fallen to the fractions 12.067/36 = 0.34, 75.068/1512 = 0.050 and 69.459/15120 = 0.0046 of their 0 K values. Then K1 = 23.27 − 4.37 − 0.14 = +18.8 K (2.6 MJ/m³), against an exact 17.9 K. K1 changes sign at 94.6 K by the formula and at 100.5 K exactly. This shows the mechanism by which an ion that is easy-axis at room temperature tilts on cooling. The temperature itself reflects the chosen parameters, with no iron anisotropy and a constant B_ex, and is no prediction for the compound.

The same ion serves to test part 5. At 150 K and φ = 0.3 rad, with B22 = ±1.0 K on two sites and B44 = 0.02 K, the exact K1 extrapolated to a weak crystal field is 18.94 K, equal to the formula, while one site alone gives 28.72 K. The program asserts these limits, and that the deviation is linear in the strength of the field.

12. J-mixing in Sm

Of the two ions treated here, Sm has the lower first excited multiplet, so the restriction to one multiplet is weaker for it. In the whole ⁶H term, H = λL·S + 2μ_B B_ex·S + Σ θ_n(L) A_n0⟨r^n⟩O_n0(L). Since L·S = [X − L(L+1) − S(S+1)]/2, the gap from J−1 to J is λJ, and the model value λ = 400 K puts J = 7/2 at 1400 K. S has matrix elements between neighbouring multiplets, so the exchange of 269 K admixes J = 7/2. The crystal field also connects J = 5/2 with J = 7/2, and the rise of K1 found below needs both: for A20⟨r²⟩ = −200 K at 0 K, keeping the inter-multiplet elements of the exchange alone lowers K1 from 98.4 K to 87.1 K, and keeping those of the crystal field alone gives 98.8 K.

For A20⟨r²⟩ = −200 K the exact K1 rises from 98.4 K to 122.6 K (16.9 MJ/m³) at 0 K and from 71.6 K to 87.7 K (12.1 MJ/m³) at 300 K, by 25 % and 22 % of the one-multiplet values. The sign is kept, and the program tests that the one-multiplet value returns for very large λ. The direction of the change is a numerical finding for these parameters. That 122.6 K lies close to the 123.8 K of the formula means that two separate corrections nearly cancel here; nothing derived above makes that general.

Rank 6, absent within J = 5/2, becomes active, because the admixed multiplets give a rank-6 operator non-zero elements: the triangle rule allows it between J = 5/2 and J = 7/2, between J = 5/2 and J = 9/2, and within J = 7/2. No single one of these blocks dominates: kept one at a time with A60⟨r⁶⟩ = −5 K, they shift K1 at 0 K by −2.0, −2.3 and −1.9 K. In full, A60⟨r⁶⟩ = −5 K shifts K1 by −6.7 K at 0 K and by −1.1 K at 300 K. The 0 K shift is about a fifth of the −30.15 K that the same parameter gives Nd at first order, so γ_J = 0 does not make Sm blind to A60. For Sm the one-multiplet formula gives the sign of the rank-2 anisotropy in this model but not its size. For A20⟨r²⟩ = −200 K at 0 K the two neglected corrections (higher order in the crystal field, J-mixing) are each about a quarter of the one-multiplet value 98.4 K and oppose each other. For +200 K they add: the same Hamiltonian gives −241.7 K at 0 K, against −166.9 K within one multiplet and −123.8 K from the formula, which is then low by a factor of two.

Numbers as computed

```
P2(cos) = 1 - 3*s/2  (s = sin^2)
P4(cos) = 35*s**2/8 - 5*s + 1  (s = sin^2)
P6(cos) = -231*s**3/16 + 189*s**2/8 - 21*s/2 + 1  (s = sin^2)
one f electron: alpha, beta, gamma = -2/45 2/495 -4/3861
ion n L S J g alpha beta gamma
Ce 1 3 1/2 5/2 6/7 -2/35 2/315 0
Pr 2 5 1 4 4/5 -52/2475 -4/5445 272/4459455
Nd 3 6 3/2 9/2 8/11 -7/1089 -136/467181 -1615/42513471
Pm 4 6 2 4 3/5 14/1815 952/2335905 2584/42513471
Sm 5 5 5/2 5/2 2/7 13/315 26/10395 0
Tb 8 3 3 6 3/2 -1/99 2/16335 -1/891891
Dy 9 5 5/2 15/2 4/3 -2/315 -8/135135 4/3864861
Ho 10 6 2 8 5/4 -1/450 -1/30030 -5/3864861
Er 11 6 3/2 15/2 6/5 4/1575 2/45045 8/3864861
Tm 12 5 1 6 7/6 1/99 8/49005 -5/891891
Yb 13 3 1/2 7/2 8/7 2/63 -2/1155 4/27027
alpha_L: Nd -2/495  Sm 2/135
hexagonal lattice c/a = 0.8: A20 = -0.7568 q/a^3
hexagonal lattice c/a = 1.6: A20 = +1.2456 q/a^3
A20 changes sign at c/a = 0.9373
model: Bex = 400 T, muB Bex = 268.69 K, |A2| = 200 K
density 10 /nm^3: 1 K per ion = 0.1381 MJ/m^3
Sm: Delta = 383.84 K, Delta/300K = 1.2795
Sm: <O20,O40,O60> 0 K: 10 60 0 ; 300 K: 6.252 15.034 0.000
Sm A2=-200 K: B20 = -8.2540 K, 2K1/(J Delta) = +0.2580
  K1 formula/exact: 0 K +123.81/+98.41 K, 300 K +77.40/+71.63 K
  K1 formula: 0 K +17.09, 300 K +10.69 MJ/m^3
Sm A2=+200 K: B20 = +8.2540 K, 2K1/(J Delta) = -0.2580
  K1 formula/exact: 0 K -123.81/-166.87 K, 300 K -77.40/-82.62 K
  K1 formula: 0 K -17.09, 300 K -10.69 MJ/m^3
Nd: Delta = 146.56 K, Delta/300K = 0.4885
Nd: <O20,O40,O60> 0 K: 36 1512 15120 ; 300 K: 12.067 75.068 69.459
Nd A2=-200 K: B20 = +1.2856 K, 2K1/(J Delta) = -0.2105
  K1 formula/exact: 0 K -69.42/-87.93 K, 300 K -23.27/-23.47 K
  K1 formula: 0 K -9.58, 300 K -3.21 MJ/m^3
Nd A2=+200 K: B20 = -1.2856 K, 2K1/(J Delta) = +0.2105
  K1 formula/exact: 0 K +69.42/+57.35 K, 300 K +23.27/+22.97 K
  K1 formula: 0 K +9.58, 300 K +3.21 MJ/m^3
Nd with A2, A4, A6 = 200, -40, -5 K:
  B20, B40, B60 = -1.2856, 0.011644, 0.0001899 K
  0 K: K1 parts n=2,4,6: +69.42 -88.03 -30.15 K
  0 K: K1,K2,K3 = -48.76 +144.88 -41.46 K, exact K1 = -57.23 K
  0 K: K1 = -6.73 MJ/m^3
  300 K: K1 parts n=2,4,6: +23.27 -4.37 -0.14 K
  300 K: K1,K2,K3 = +18.76 +4.14 -0.19 K, exact K1 = +17.88 K
  300 K: K1 = +2.59 MJ/m^3
  cone angle at 0 K: formula 25.3 deg, exact 26.3 deg
  K1 = 0 at: formula 94.6 K, exact 100.5 K
limit test T = 150 K, phi = 0.3 rad, B22 = 1.0 K, B44 = 0.02 K:
  formula 18.941 K; two sites 18.941 K; one site 28.719 K
Sm J-mixing: lambda = 400 K, gap J=5/2 to 7/2 = 1400 K, A2 = -200 K
  0 K: K1 one multiplet 98.41 K, mixed 122.55 K (16.92 MJ/m^3), shift from A6=-5 K: -6.702 K
  300 K: K1 one multiplet 71.63 K, mixed 87.74 K (12.11 MJ/m^3), shift from A6=-5 K: -1.059 K
```
